# Acoustic Group Velocity and Slow Transverse Phonon Focusing near [100] in Silicon: verification in Python

```python
"""Acoustic group velocity and phonon focusing in a cubic crystal.

Result under test: for Gamma_ik e_k = rho w^2 e_i, Gamma_ik = C_ijkl k_j k_l,
the energy velocity is v_j = dw/dk_j = C_ijkl e_i e_k k_l / (rho w), and in
silicon the slow transverse rays concentrate around [100].
C: stiffness (GPa), rho: density (g/cm3), k: wave vector, w: frequency,
e: unit polarization. sqrt(GPa/(g/cm3)) = km/s, so w at |k|=1 is in km/s.
Branches: 0 slow transverse (ST), 1 fast transverse (FT), 2 longitudinal (L).
Concentration: share of rays in a cone over the share for isotropic rays.
"""
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq, minimize_scalar

C11, C12, C44, RHO = 166.0, 64.0, 80.0, 2.33   # rough values for silicon


def cubic(c11, c12, c44):
    C = np.zeros((3, 3, 3, 3))
    for i in range(3):
        for j in range(3):
            if i == j:
                C[i, i, i, i] = c11
            else:
                C[i, i, j, j] = c12
                C[i, j, i, j] = C[i, j, j, i] = c44
    return C


def modes(k, C):
    k = np.atleast_2d(k)
    kk = (k[:, :, None] * k[:, None, :]).reshape(-1, 9)
    gamma = (kk @ C.transpose(1, 3, 0, 2).reshape(9, 9)).reshape(-1, 3, 3)
    w2, e = np.linalg.eigh(gamma / RHO)
    return np.sqrt(w2), e


def group(k, C, branch=0):
    k = np.atleast_2d(k)
    w, e = modes(k, C)
    p = e[:, :, branch]
    pp = (p[:, :, None] * p[:, None, :]).reshape(-1, 9)
    m = (pp @ C.transpose(0, 2, 1, 3).reshape(9, 9)).reshape(-1, 3, 3)
    v = np.einsum('njl,nl->nj', m, k) / (RHO * w[:, branch, None])
    return v, w[:, branch]


def omega(k, C, branch):
    return modes(k, C)[0][0, branch]


def gradient(k, C, branch, step=1e-5):
    return np.array([(omega(k + step * a, C, branch)
                      - omega(k - step * a, C, branch)) / (2 * step)
                     for a in np.eye(3)])


def solid_angle_ratio(n, C, branch, step=3e-4):
    """Signed dOmega_ray/dOmega_k from the Hessian of w at unit n."""
    H = np.zeros((3, 3))
    for i, a in enumerate(np.eye(3) * step):
        for j, b in enumerate(np.eye(3) * step):
            H[i, j] = (omega(n + a + b, C, branch) - omega(n + a - b, C, branch)
                       - omega(n - a + b, C, branch)
                       + omega(n - a - b, C, branch)) / (4 * step**2)
    h1h2 = (np.trace(H)**2 - np.trace(H @ H)) / 2
    speed = np.linalg.norm(gradient(n, C, branch))
    return omega(n, C, branch) * h1h2 / speed**3


def unit(v):
    return v / np.linalg.norm(v, axis=-1, keepdims=True)


def directions(n):
    """Even set of wave-vector directions in one octant."""
    i = np.arange(n) + 0.5
    c = i / n
    phi = np.pi / 2 * np.mod(i * (np.sqrt(5) - 1) / 2, 1)
    s = np.sqrt(1 - c * c)
    return np.column_stack([s * np.cos(phi), s * np.sin(phi), c])


def concentration(v, degrees, weights=None):
    """Average over the six equivalent <100> cones."""
    cut = np.cos(np.radians(degrees))
    hit = np.abs(unit(v)).max(axis=1) > cut
    return np.average(hit, weights=weights) / (3 * (1 - cut))


SI = cubic(C11, C12, C44)

# Group velocity and energy velocity against the numerical gradient of w
n0 = unit(np.array([0.8, 0.5, 0.3]))
t1 = unit(np.cross(n0, [0.0, 0.0, 1.0]))
t2 = np.cross(n0, t1)
for b in range(3):
    grad = gradient(n0, SI, b)
    v, w = group(n0, SI, b)
    assert np.allclose(v[0], grad, atol=1e-7)
    assert abs(n0 @ grad - w[0]) < 1e-7
    pol = modes(n0, SI)[1][0, :, b]
    flux, energy = np.zeros(3), 0.0
    for phase in 2 * np.pi * np.arange(32) / 32:
        grad_u = -np.outer(pol, n0) * np.sin(phase)
        vel = w[0] * pol * np.sin(phase)
        strain = (grad_u + grad_u.T) / 2
        stress = np.einsum('ijkl,kl->ij', SI, strain)
        flux -= stress.T @ vel
        energy += RHO * vel @ vel / 2 + np.sum(stress * strain) / 2
    assert np.allclose(flux / energy, grad, atol=1e-7)
    # slowness surface: its tangents are normal to the energy velocity
    for t in (t1, t2):
        a, c = n0 + 1e-5 * t, n0 - 1e-5 * t
        tangent = (a / omega(a, SI, b) - c / omega(c, SI, b)) / 2e-5
        assert abs(tangent @ v[0]) < 1e-6
    # solid-angle ratio from the Hessian against the mapped area of rays
    d1, d2 = [(unit(group(n0 + 1e-4 * t, SI, b)[0][0])
               - unit(group(n0 - 1e-4 * t, SI, b)[0][0])) / 2e-4
              for t in (t1, t2)]
    mapped = unit(v[0]) @ np.cross(d1, d2)
    assert abs(mapped - solid_angle_ratio(n0, SI, b)) < 1e-4

# Two mirror planes through [100]: toward [010] and toward [011]
h, d = C12 + C44, C11 - C44
PLANES = {'[010]': (np.array([0.0, 1.0, 0.0]), C11),
          '[011]': (np.array([0.0, 1.0, 1.0]) / np.sqrt(2),
                    (C11 + C12 + 2 * C44) / 2)}


def plane_k(theta, t):
    return np.array([np.cos(theta), 0.0, 0.0]) + np.sin(theta) * t


def ray_angle(theta, t, C=SI):
    v = group(plane_k(theta, t), C)[0][0]
    return np.arctan2(v @ t, v[0])


plane_data = {}
for name, (t, D) in PLANES.items():
    slope = (D - h * h / d) / C44
    assert abs(ray_angle(0.002, t) / 0.002 - slope) < 1e-3
    dp = D - C44
    q = 2 * h * h - d * dp
    root = np.sqrt(q * q - dp**2 * ((C44 + D)**2 * d * d - q * q)
                   / (4 * C44 * D))
    theta_formula = np.arctan(np.sqrt((root - q) / dp**2))
    theta_zero = brentq(ray_angle, 0.15, 0.6, args=(t,))
    assert abs(theta_zero - theta_formula) < 1e-8
    fold = minimize_scalar(ray_angle, bounds=(0.01, theta_zero), args=(t,),
                           method='bounded')
    n = plane_k(theta_zero, t)
    ratio = solid_angle_ratio(n, SI, 0)
    depth = omega(n / n[0], SI, 0) / omega(np.array([1.0, 0, 0]), SI, 0) - 1
    plane_data[name] = (slope, theta_zero, fold.x, fold.fun, ratio, depth)
p010, p011 = plane_data['[010]'], plane_data['[011]']
assert p010[4] > 0 > p011[4]            # minimum and saddle of w at fixed k_x
assert p010[5] < p011[5] < 0

# Near-axis part of the small-cone concentration, formula against counting
g = h * h / d
mean_q = (C11 - g + C44) / 2
alpha, beta = (C11 - g - C44) / 2, (h - g) / 2
phi = 2 * np.pi * np.arange(4000) / 4000
S = np.sqrt((alpha * np.cos(2 * phi))**2 + (beta * np.sin(2 * phi))**2)
dS = -(alpha**2 - beta**2) * np.sin(4 * phi) / S
near = np.mean(C44**2 / ((mean_q - S)**2 + dS**2 / 4))
cells, half, eps = 400, 0.01, 0.004
x = half * (2 * (np.arange(cells) + 0.5) / cells - 1)
a, b = np.meshgrid(x, x)
v = group(np.column_stack([np.ones(a.size), a.ravel(), b.ravel()]), SI)[0]
inside = np.sum(np.hypot(v[:, 1], v[:, 2]) / v[:, 0] < eps)
near_count = inside * (2 * half / cells)**2 / (np.pi * eps**2)
assert abs(near_count / near - 1) < 0.01

# Global counting of rays; nine wave vectors must explain the axial intensity
N_BIG, N_SMALL = 600000, 150000
k_big, k_small = directions(N_BIG), directions(N_SMALL)
v_big, w_big = group(k_big, SI)
v_small = group(k_small, SI)[0]
axial_sum = near + 4 / abs(p010[4]) + 4 / abs(p011[4])
axial_count = concentration(v_big, 1.0)
# tolerance: finite cone and finite number of counted rays
assert abs(axial_count / axial_sum - 1) < 0.05
st = {c: concentration(v_big, c) for c in (5, 10, 15, 20)}
st_small = concentration(v_small, 10)
assert st[10] > 3 and abs(st_small / st[10] - 1) < 0.02
ft = concentration(group(k_small, SI, 1)[0], 10)
lo = concentration(group(k_small, SI, 2)[0], 10)
assert lo < 1
axis = np.abs(v_big).argmax(axis=1)
rows = np.arange(N_BIG)
cos10 = np.cos(np.radians(10))
hit = np.abs(v_big[rows, axis]) / np.linalg.norm(v_big, axis=1) > cos10
far_share = np.mean(np.abs(k_big[rows, axis])[hit] < cos10)
assert far_share > 0.5

# Controls: isotropic crystal, and a crystal below the folding threshold
iso = concentration(group(k_small, cubic(C11, C12, (C11 - C12) / 2))[0], 10)
assert abs(iso - 1) < 0.02
lin = 2 * C12 + C11
threshold = (-lin + np.sqrt(lin**2 + 4 * (C11**2 - C12**2))) / 2
C44_LOW = 60.0
soft = cubic(C11, C12, C44_LOW)
t010 = PLANES['[010]'][0]
assert C44_LOW < threshold < C44
assert min(ray_angle(th, t010, soft) for th in np.linspace(0.01, 0.78, 80)) > 0
no_fold = concentration(group(k_small, soft)[0], 10)
assert no_fold > 1

# Neglected effects for a hot spot in a cold crystal
changes = []
for scale in 1 + 0.02 * np.eye(3):
    C = cubic(*(scale * np.array([C11, C12, C44])))
    changes.append(concentration(group(k_small, C)[0], 10) / st_small - 1)
equal_occ = concentration(v_big, 10, w_big**-3.0)
T, THICK_MM, SPOT_MM = 2.0, 5.0, 0.05
LATTICE_NM, MASS_VARIANCE = 0.543, 2.0e-4       # rough values for silicon
v_axis = np.sqrt(C44 / RHO)
x_peak = brentq(lambda y: 3 * (1 - np.exp(-y)) - y, 1, 5)
nu_peak = x_peak * sc.k * T / sc.h
nu_tail = 10 * sc.k * T / sc.h
wavelength = v_axis * 1e3 / nu_peak * 1e9
half_ka = np.pi * nu_tail / (v_axis * 1e3) * LATTICE_NM * 1e-9
dispersion = 1 - np.sin(half_ka) / half_ka
rate = ((LATTICE_NM * 1e-9)**3 / 8 * MASS_VARIANCE
        * (2 * np.pi * nu_tail)**4 / (4 * np.pi * (v_axis * 1e3)**3))
free_path_mm = v_axis * 1e3 / rate * 1e3

# Example ray
tilt = np.radians(12)
v_ex, w_ex = group(plane_k(tilt, t010), SI)
ray = ray_angle(tilt, t010)
speed = np.linalg.norm(v_ex[0])
assert abs(np.cos(tilt - ray) - w_ex[0] / speed) < 1e-10

deg = np.degrees
print(f"C11, C12, C44 (rough): {C11:.0f}, {C12:.0f}, {C44:.0f} GPa")
print(f"density (rough): {RHO:.2f} g/cm3")
print(f"h = C12+C44: {h:.0f} GPa; d = C11-C44: {d:.0f} GPa")
print(f"h^2/d: {g:.2f} GPa")
print(f"transverse speed on [100]: {v_axis:.3f} km/s")
print(f"example: k tilted from [100] to [010]: {deg(tilt):.1f} deg")
print(f"  ST phase speed: {w_ex[0]:.3f} km/s")
print(f"  ST group speed: {speed:.3f} km/s")
print(f"  ray angle from [100]: {deg(ray):.2f} deg")
print(f"  angle between ray and k: {deg(tilt - ray):.2f} deg")
print(f"  crystal thickness: {THICK_MM:.1f} mm")
print(f"  offset of ray on far face: {THICK_MM * np.tan(ray):.3f} mm")
print(f"  offset if energy followed k: {THICK_MM * np.tan(tilt):.3f} mm")
print(f"  flight time: {THICK_MM / v_ex[0, 0]:.3f} us")
for name, (slope, zero, fk, fr, ratio, depth) in plane_data.items():
    print(f"plane toward {name}: modulus D {PLANES[name][1]:.1f} GPa")
    print(f"  near-axis slope P: {slope:.4f}")
    print(f"  k angle with ray again on [100]: {deg(zero):.2f} deg")
    print(f"  frequency change there at fixed k_x: {100 * depth:.2f} %")
    print(f"  signed solid-angle ratio there: {ratio:.4f}")
    print(f"  focusing factor there: {1 / abs(ratio):.4f}")
    print(f"  caustic: k {deg(fk):.2f} deg, ray {deg(fr):.2f} deg")
print(f"near-axis part, formula: {near:.3f}; counted: {near_count:.3f}")
print(f"sum over nine wave vectors: {axial_sum:.3f}")
print(f"counted ST concentration, 1 deg cone: {axial_count:.3f}")
for c, value in st.items():
    print(f"ST concentration, {c} deg cone: {value:.2f}")
print(f"10 deg cone: FT {ft:.2f}, L {lo:.2f}, isotropic {iso:.3f}")
print(f"ST share in six 10 deg cones: {300 * (1 - cos10) * st[10]:.1f} %")
print(f"isotropic share in six cones: {300 * (1 - cos10):.2f} %")
print(f"share of those rays with k over 10 deg off: {100 * far_share:.1f} %")
print(f"directions: {N_SMALL} and {N_BIG}")
print(f"convergence shift, 10 deg: {100 * (st[10] / st_small - 1):.2f} %")
print(f"C44 threshold for fold toward [010]: {threshold:.2f} GPa")
print(f"C44 = {C44_LOW:.0f} GPa, no such fold, 10 deg: {no_fold:.2f}")
print("change for +2% in C11, C12, C44: "
      + ", ".join(f"{100 * c:.1f}" for c in changes) + " %")
print(f"10 deg, equal occupation at fixed frequency: {equal_occ:.2f}")
print(f"source temperature: {T:.1f} K; peak: {nu_peak / 1e12:.3f} THz")
print(f"wavelength at peak: {wavelength:.1f} nm")
print(f"tail frequency at 10 kT: {nu_tail / 1e12:.3f} THz")
print(f"lattice constant (rough): {LATTICE_NM:.3f} nm")
print(f"chain estimate of dispersion at 10 kT: {100 * dispersion:.2f} %")
print(f"mass variance (rough): {MASS_VARIANCE:.1e} (no unit)")
print(f"mass-disorder free path at 10 kT: {free_path_mm:.0f} mm")
print(f"source width {SPOT_MM:.2f} mm, blur: {deg(SPOT_MM / THICK_MM):.2f} deg")
print("tests ok")
```

Running it gives:

```
C11, C12, C44 (rough): 166, 64, 80 GPa
density (rough): 2.33 g/cm3
h = C12+C44: 144 GPa; d = C11-C44: 86 GPa
h^2/d: 241.12 GPa
transverse speed on [100]: 5.860 km/s
example: k tilted from [100] to [010]: 12.0 deg
  ST phase speed: 5.636 km/s
  ST group speed: 5.956 km/s
  ray angle from [100]: -6.87 deg
  angle between ray and k: 18.87 deg
  crystal thickness: 5.0 mm
  offset of ray on far face: -0.602 mm
  offset if energy followed k: 1.063 mm
  flight time: 0.846 us
plane toward [010]: modulus D 166.0 GPa
  near-axis slope P: -0.9390
  k angle with ray again on [100]: 23.72 deg
  frequency change there at fixed k_x: -3.44 %
  signed solid-angle ratio there: 1.0460
  focusing factor there: 0.9560
  caustic: k 11.96 deg, ray -6.87 deg
plane toward [011]: modulus D 195.0 GPa
  near-axis slope P: -0.5765
  k angle with ray again on [100]: 18.25 deg
  frequency change there at fixed k_x: -1.32 %
  signed solid-angle ratio there: -1.4350
  focusing factor there: 0.6968
  caustic: k 9.63 deg, ray -3.52 deg
near-axis part, formula: 1.650; counted: 1.650
sum over nine wave vectors: 8.261
counted ST concentration, 1 deg cone: 8.339
ST concentration, 5 deg cone: 10.48
ST concentration, 10 deg cone: 7.64
ST concentration, 15 deg cone: 4.23
ST concentration, 20 deg cone: 2.81
10 deg cone: FT 1.40, L 0.28, isotropic 0.999
ST share in six 10 deg cones: 34.8 %
isotropic share in six cones: 4.56 %
share of those rays with k over 10 deg off: 86.9 %
directions: 150000 and 600000
convergence shift, 10 deg: 0.01 %
C44 threshold for fold toward [010]: 65.29 GPa
C44 = 60 GPa, no such fold, 10 deg: 3.09
change for +2% in C11, C12, C44: -4.4, 1.7, 2.4 %
10 deg, equal occupation at fixed frequency: 6.28
source temperature: 2.0 K; peak: 0.118 THz
wavelength at peak: 49.8 nm
tail frequency at 10 kT: 0.417 THz
lattice constant (rough): 0.543 nm
chain estimate of dispersion at 10 kT: 0.25 %
mass variance (rough): 2.0e-04 (no unit)
mass-disorder free path at 10 kT: 79 mm
source width 0.05 mm, blur: 0.57 deg
tests ok
```
